**Back-propagated estimator tested on a four-site Hubbard chain**

The program tests the formula \(\langle T|G^mA|\Psi\rangle/\langle T|G^m|\Psi\rangle=\mathrm{E}[\sum_d W_d\langle\eta_d|A|\phi_d\rangle/\langle\eta_d|\phi_d\rangle]/\mathrm{E}[\sum_d W_d]\). Here \(T\) is the trial determinant, \(G\) one imaginary-time step, \(W_d\) the weight of a descendant after \(m\) further steps, \(\phi_d\) its ancestor determinant, and \(\eta_d\) the trial state after the adjoint steps in reverse order. It asserts that a sum over all 8192 three-step paths agrees with fermion matrices in Fock space, for real spin fields and for complex charge fields. It also asserts that old weights, reversed order or missing conjugation change the double occupancy. The bias at finite \(m\) is checked against its spectral sum, and its late decay against the lowest coupled state. A branching simulation must agree with exact matrix products within five standard errors, and its overlap ratios must stay positive. The output shows the double occupancy falling from the mixed value 0.651 to 0.351 as \(m\) grows, which is the value for the leading eigenvector of \(G\); the ground state of the Hamiltonian has 0.344, and the difference is the time-step error.

## Program and output

```python
"""Back-propagated estimator in auxiliary-field Monte Carlo.

Result under test: with G = sum_x p(x) B(x) and |Psi> = sum_k w_k |phi_k>/<T|phi_k>,
  <T|G^m A|Psi>/<T|G^m|Psi>
     = sum_d W_d <eta_d|A|phi_d>/<eta_d|phi_d> / sum_d W_d   (on average),
where d labels descendants after m further steps, W_d is the descendant's weight,
phi_d its ancestor determinant, and |eta_d> = B^+(x_1) ... B^+(x_m)|T>.
T: trial determinant; x_1..x_m: fields in forward order; ^+ : adjoint.
Model: open Hubbard chain, hopping t = 1 (unit of energy), repulsion U.
The reference side uses fermion matrices in Fock space.
Arrays of determinants have axes (spin, walker, site, orbital).
"""
import itertools
import numpy as np
from scipy.linalg import expm

SITES, PER_SPIN, U = 4, 2, 4.0
SITE_POTENTIAL = -0.5
one_body = -(np.eye(SITES, k=1) + np.eye(SITES, k=-1))
one_body[0, 0] = SITE_POTENTIAL
trial = np.linalg.eigh(one_body)[1][:, :PER_SPIN]
FIELDS = np.array(list(itertools.product((-1, 1), repeat=SITES)))
NFIELD = len(FIELDS)

# ---------- reference: Fock space with two electrons of each spin ----------
MODES = 2 * SITES


def creation_matrix(mode):
    result = np.eye(1)
    for k in range(MODES):
        if k < mode:
            factor = np.diag([1.0, -1.0])
        elif k == mode:
            factor = np.array([[0.0, 0.0], [1.0, 0.0]])
        else:
            factor = np.eye(2)
        result = np.kron(result, factor)
    return result


create = [creation_matrix(k) for k in range(MODES)]
number = [np.diag(c @ c.T) for c in create]
sector = np.where((np.abs(sum(number[:SITES]) - PER_SPIN) < 1e-9)
                  & (np.abs(sum(number[SITES:]) - PER_SPIN) < 1e-9))[0]


def restrict(matrix):
    return matrix[np.ix_(sector, sector)]


fock_one_body = np.zeros((len(sector), len(sector)))
for i in range(SITES):
    for j in range(SITES):
        if one_body[i, j] != 0:
            for shift in (0, SITES):
                fock_one_body += one_body[i, j] * restrict(
                    create[i + shift] @ create[j + shift].T)
double_diag = sum(number[i] * number[i + SITES] for i in range(SITES))[sector]
fock_double = np.diag(double_diag)
fock_observables = (fock_double, fock_one_body)


def fock_determinant(orbitals):
    """Fock vector of a determinant; orbitals has axes (spin, site, orbital)."""
    state = np.zeros(2 ** MODES, dtype=complex)
    state[0] = 1.0
    for spin in (1, 0):
        for a in reversed(range(PER_SPIN)):
            state = sum(orbitals[spin, i, a] * (create[i + spin * SITES] @ state)
                        for i in range(SITES))
    return state[sector]


def fock_step(tau):
    half = expm(-0.5 * tau * fock_one_body)
    return half @ np.diag(np.exp(-tau * U * double_diag)) @ half


def fock_ratio(left, right):
    return np.array([np.vdot(left, a @ right) for a in fock_observables]) \
        / np.vdot(left, right)


fock_trial = fock_determinant(np.array([trial, trial])).real

# ---------- determinant algebra ----------


def dagger(a):
    return np.conj(np.swapaxes(a, -1, -2))


def overlap(left, right):
    return np.linalg.det(dagger(left) @ right).prod(axis=0)


def green(left, right):
    """<left|c+_i c_j|right>/<left|right> for each spin and walker."""
    bra = dagger(left)
    return np.swapaxes(right @ np.linalg.inv(bra @ right) @ bra, -1, -2)


def local_values(left, right):
    g = green(left, right)
    density = np.diagonal(g, axis1=-2, axis2=-1)
    double = (density[0] * density[1]).sum(axis=-1)
    kinetic = (one_body * (g[0] + g[1])).sum(axis=(-2, -1))
    return np.array([double, kinetic])


def orthonormalize(a):
    first = a[..., 0] / np.linalg.norm(a[..., 0], axis=-1, keepdims=True)
    second = a[..., 1] - first * (np.conj(first) * a[..., 1]).sum(-1, keepdims=True)
    second = second / np.linalg.norm(second, axis=-1, keepdims=True)
    return np.stack([first, second], axis=-1)


def spin_factors(tau):
    gamma = np.arccosh(np.exp(0.5 * tau * U))
    return np.array([np.exp(-0.5 * tau * U + s * gamma * FIELDS) for s in (1, -1)])


def propagate(walk, choice, half, factors):
    return half @ (factors[:, choice][..., None] * (half @ walk))


def back_propagate(choices, half, factors, count):
    """Apply adjoint steps to the trial state, last forward step first."""
    eta = np.broadcast_to(trial, (2, count, SITES, PER_SPIN))
    for k, choice in enumerate(reversed(choices), 1):
        eta = propagate(eta, choice, half, np.conj(factors))
        if k % 10 == 0:
            eta = orthonormalize(eta)
    return eta


def det_two(flat):
    return flat[..., 0] * flat[..., 3] - flat[..., 1] * flat[..., 2]


def heat_bath(walk, half, factors):
    """Importance-sampling probabilities of all fields and the weight factor."""
    count = walk.shape[1]
    left, right = half @ trial, half @ walk
    pair = (left[:, :, None] * right[..., :, None, :]).reshape(2, count, SITES, 4)
    new = det_two(factors[:, None] @ pair)
    old = det_two((trial.T @ walk).reshape(2, count, 4))
    ratio = new / old[..., None]
    assert np.all(ratio > 0), "an overlap changed sign"
    joint = ratio.prod(axis=0) / NFIELD
    factor = joint.sum(axis=1)
    return joint / factor[:, None], factor


# ---------- test: Green function of two complex determinants ----------
rng = np.random.default_rng(20)
shape = (2, 1, SITES, PER_SPIN)
bra_det = rng.normal(size=shape) + 1j * rng.normal(size=shape)
ket_det = rng.normal(size=shape) + 1j * rng.normal(size=shape)
bra_vec, ket_vec = fock_determinant(bra_det[:, 0]), fock_determinant(ket_det[:, 0])
g_test = green(bra_det, ket_det)[0, 0]
for i in range(SITES):
    for j in range(SITES):
        direct = np.vdot(bra_vec, restrict(create[i] @ create[j].T) @ ket_vec)
        assert np.isclose(direct / np.vdot(bra_vec, ket_vec), g_test[i, j], atol=1e-9)
assert np.allclose(fock_ratio(bra_vec, ket_vec),
                   local_values(bra_det, ket_det)[:, 0], atol=1e-8)

# ---------- test: every path of two ancestors, three coarse steps ----------
TAU_COARSE, DEPTH = 0.4, 3
half_c = expm(-0.5 * TAU_COARSE * one_body)
fac_c = spin_factors(TAU_COARSE)
staggered = int(np.where((FIELDS == [1, -1, 1, -1]).all(axis=1))[0][0])
plain = np.array([trial, trial])[:, None]
polarized = plain
for _ in range(2):
    polarized = propagate(polarized, np.array([staggered]), half_c, fac_c)
ancestors = np.concatenate([plain, orthonormalize(polarized)], axis=1)

labels = np.indices((2,) + (NFIELD,) * DEPTH).reshape(DEPTH + 1, -1)
owner, path = labels[0], list(labels[1:])
npath = len(owner)
start = ancestors[:, owner]
walk, path_prob, path_weight = start, np.ones(npath), np.ones(npath)
for choice in path:
    prob, factor = heat_bath(walk, half_c, fac_c)
    path_prob = path_prob * prob[np.arange(npath), choice]
    path_weight = path_weight * factor
    walk = propagate(walk, choice, half_c, fac_c)


def average(values, weights):
    return (values * weights).sum(axis=1) / weights.sum()


local = local_values(back_propagate(path, half_c, fac_c, npath), start)
enumerated = average(local, path_prob * path_weight)
old_weights = average(local, path_prob)
local_wrong = local_values(back_propagate(path[::-1], half_c, fac_c, npath), start)
wrong_order = average(local_wrong, path_prob * path_weight)
descendant_weight = np.bincount(owner, path_prob * path_weight)

ancestor_vecs = [fock_determinant(ancestors[:, k]).real for k in range(2)]
left_c = np.linalg.matrix_power(fock_step(TAU_COARSE), DEPTH) @ fock_trial
fock_weight = np.array([(left_c @ v) / (fock_trial @ v) for v in ancestor_vecs])
mixture = sum(v / (fock_trial @ v) for v in ancestor_vecs)
exact_c = fock_ratio(left_c, mixture)
assert np.allclose(descendant_weight, fock_weight, rtol=1e-9)
assert np.allclose(enumerated, exact_c, atol=1e-9)
assert abs(old_weights[0] - exact_c[0]) > 1e-4
assert abs(wrong_order[0] - exact_c[0]) > 1e-4

# Same quantity with complex charge fields: here the adjoint conjugates the fields.
angle = np.arccos(np.exp(-0.5 * TAU_COARSE * U))
charge = np.exp(-0.5 * TAU_COARSE * U + 1j * angle * FIELDS)
charge_fac = np.array([charge, charge])
scalar = np.exp(0.5 * TAU_COARSE * U - 1j * angle * FIELDS).prod(axis=1)
walk, complex_weight = start, np.ones(npath, dtype=complex)
for choice in path:
    walk = propagate(walk, choice, half_c, charge_fac)
    complex_weight = complex_weight * scalar[choice] / NFIELD
trial_batch = np.broadcast_to(trial, start.shape)
end_overlap = overlap(trial_batch, walk)
eta = back_propagate(path, half_c, charge_fac, npath)
assert np.allclose(overlap(eta, start), end_overlap, atol=1e-10)
complex_weight = complex_weight * end_overlap / overlap(trial_batch, start)
charge_result = average(local_values(eta, start), complex_weight)
eta_bad = back_propagate(path, half_c, np.conj(charge_fac), npath)
no_conjugation = average(local_values(eta_bad, start), complex_weight)
assert np.allclose(charge_result, exact_c, atol=1e-8)
assert abs(no_conjugation[0] - exact_c[0]) > 1e-4

# ---------- exact ground state and convergence with the number of steps ----------
TAU, N_FORWARD, BACK_STEPS = 0.1, 60, (0, 5, 10, 20, 40)
step = fock_step(TAU)
energies, states = np.linalg.eigh(fock_one_body + U * fock_double)
ground = fock_ratio(states[:, 0], states[:, 0])
lam, vec = np.linalg.eigh(step)
lam, vec = lam[::-1], vec[:, ::-1]
split_ground = fock_ratio(vec[:, 0], vec[:, 0])
coefficient = (vec.T @ fock_trial) / (vec[:, 0] @ fock_trial)
coupling = coefficient * (vec.T @ fock_double @ vec[:, 0])
coupling[0] = 0.0


def direct_bias(m):
    left = np.linalg.matrix_power(step / lam[0], m) @ fock_trial
    return fock_ratio(left, vec[:, 0])[0] - split_ground[0]


for m in BACK_STEPS:
    assert np.isclose(direct_bias(m), ((lam / lam[0]) ** m * coupling).sum(), atol=1e-10)
lead = int(np.where(np.abs(coupling) > 1e-8)[0][0])
gap = -np.log(lam[lead] / lam[0]) / TAU
late_leading = coupling[lead] * (lam[lead] / lam[0]) ** 80
assert abs(direct_bias(80) / late_leading - 1) < 0.05

# ---------- branching simulation ----------
RUNS, WALKERS = 30, 1000
half, factors = expm(-0.5 * TAU * one_body), spin_factors(TAU)
numerator = np.zeros((RUNS, len(BACK_STEPS), 2))
denominator = np.zeros((RUNS, len(BACK_STEPS)))
survivors = np.zeros((RUNS, len(BACK_STEPS)))
for run in range(RUNS):
    walk = np.array(np.broadcast_to(trial, (2, WALKERS, SITES, PER_SPIN)))
    weight = np.ones(WALKERS)
    anchor, family, history = walk, np.arange(WALKERS), []
    for now in range(1, N_FORWARD + max(BACK_STEPS) + 1):
        prob, factor = heat_bath(walk, half, factors)
        draw = rng.random(WALKERS)
        choice = (np.cumsum(prob, axis=1) < draw[:, None]).sum(axis=1)
        choice = np.minimum(choice, NFIELD - 1)
        walk = propagate(walk, choice, half, factors)
        weight = weight * factor
        if now > N_FORWARD:
            history.append(choice)
        if now == N_FORWARD:
            anchor, family = walk.copy(), np.arange(WALKERS)
        if now - N_FORWARD in BACK_STEPS:
            k = BACK_STEPS.index(now - N_FORWARD)
            eta = back_propagate(history, half, factors, WALKERS)
            numerator[run, k] = (local_values(eta, anchor) * weight).sum(axis=1)
            denominator[run, k] = weight.sum()
            survivors[run, k] = len(np.unique(family))
        if now % 10 == 5:  # branching: equal weights, unbiased copy numbers
            comb = (np.arange(WALKERS) + rng.random()) / WALKERS
            pick = np.searchsorted(np.cumsum(weight) / weight.sum(), comb)
            pick = np.minimum(pick, WALKERS - 1)
            walk, anchor = orthonormalize(walk[:, pick]), anchor[:, pick]
            family, history = family[pick], [c[pick] for c in history]
            weight = np.full(WALKERS, weight.mean())

estimate = numerator.sum(axis=0) / denominator.sum(axis=0)[:, None]
jack = (numerator.sum(axis=0) - numerator) \
    / (denominator.sum(axis=0) - denominator)[..., None]
error = np.sqrt((RUNS - 1) / RUNS * ((jack - jack.mean(axis=0)) ** 2).sum(axis=0))
right = np.linalg.matrix_power(step, N_FORWARD) @ fock_trial
exact = np.array([fock_ratio(np.linalg.matrix_power(step, m) @ fock_trial, right)
                  for m in BACK_STEPS])
# Five standard errors: 30 runs give a t-distributed deviation, ten comparisons.
assert np.all(np.abs(estimate - exact) < 5 * error)
assert abs(estimate[-1, 0] - exact[0, 0]) > 5 * error[-1, 0]

# ---------- output ----------
print(f"sites {SITES}, electrons per spin {PER_SPIN}, Fock sector dimension {len(sector)}")
print(f"U = {U:.1f} t, potential on first site = {SITE_POTENTIAL:.1f} t")
print("D = total double occupancy (no unit), K = one-body energy (t)")
print(f"Enumeration: tau = {TAU_COARSE} 1/t, m = {DEPTH}, paths = {npath}")
for k, name in enumerate(("trial determinant", "polarized determinant")):
    print(f" descendant weight, {name}: paths {descendant_weight[k]:.6f},"
          f" Fock {fock_weight[k]:.6f}")
print(f" Fock space:            D = {exact_c[0]:.6f}, K = {exact_c[1]:.6f} t")
for name, value in (("spin fields:          ", enumerated),
                    ("charge fields:        ", charge_result.real),
                    ("old weights (wrong):  ", old_weights),
                    ("reversed order (wrong):", wrong_order),
                    ("no conjugation (wrong):", no_conjugation.real)):
    print(f" {name} D = {value[0]:.6f}, K = {value[1]:.6f} t")
trial_values = fock_ratio(fock_trial, fock_trial)
print(f"Trial state:           D = {trial_values[0]:.5f}, K = {trial_values[1]:.5f} t")
print(f"Ground state of H:     D = {ground[0]:.5f}, K = {ground[1]:.5f} t")
print(f"Leading state of G:    D = {split_ground[0]:.5f}, K = {split_ground[1]:.5f} t")
print(f"Ground-state energy of H = {energies[0]:.5f} t")
print(f"Gap to lowest state coupled by D = {gap:.4f} t")
print(f"Coefficient of its term in the bias of D = {coupling[lead]:.5f}")
for m in BACK_STEPS:
    print(f" exact bias of D at m = {m:2d}: {direct_bias(m):.6f}")
print(f"Simulation: tau = {TAU} 1/t, n = {N_FORWARD}, runs = {RUNS}, walkers = {WALKERS}")
for k, m in enumerate(BACK_STEPS):
    print(f" m = {m:2d}, m*tau = {m * TAU:.1f} 1/t, distinct ancestors"
          f" {survivors[:, k].mean():.0f}")
    print(f"   D = {estimate[k, 0]:.5f} +- {error[k, 0]:.5f}, exact {exact[k, 0]:.5f}")
    print(f"   K = {estimate[k, 1]:.5f} +- {error[k, 1]:.5f} t, exact {exact[k, 1]:.5f} t")
print("all assertions hold")
```

It prints:

```
sites 4, electrons per spin 2, Fock sector dimension 36
U = 4.0 t, potential on first site = -0.5 t
D = total double occupancy (no unit), K = one-body energy (t)
Enumeration: tau = 0.4 1/t, m = 3, paths = 8192
 descendant weight, trial determinant: paths 20.403752, Fock 20.403752
 descendant weight, polarized determinant: paths 29.425190, Fock 29.425190
 Fock space:            D = 0.520754, K = -4.424491 t
 spin fields:           D = 0.520754, K = -4.424491 t
 charge fields:         D = 0.520754, K = -4.424491 t
 old weights (wrong):   D = 0.562546, K = -4.568867 t
 reversed order (wrong): D = 0.579016, K = -4.920972 t
 no conjugation (wrong): D = 0.696900, K = -4.610055 t
Trial state:           D = 1.03558, K = -5.04852 t
Ground state of H:     D = 0.34401, K = -3.83766 t
Leading state of G:    D = 0.35102, K = -3.86538 t
Ground-state energy of H = -2.46163 t
Gap to lowest state coupled by D = 1.3782 t
Coefficient of its term in the bias of D = 0.00067
 exact bias of D at m =  0: 0.300795
 exact bias of D at m =  5: 0.029906
 exact bias of D at m = 10: 0.004302
 exact bias of D at m = 20: 0.000163
 exact bias of D at m = 40: 0.000003
Simulation: tau = 0.1 1/t, n = 60, runs = 30, walkers = 1000
 m =  0, m*tau = 0.0 1/t, distinct ancestors 1000
   D = 0.65098 +- 0.00108, exact 0.65181
   K = -5.04852 +- 0.00000 t, exact -5.04852 t
 m =  5, m*tau = 0.5 1/t, distinct ancestors 1000
   D = 0.38034 +- 0.00141, exact 0.38092
   K = -3.98771 +- 0.01350 t, exact -3.98367 t
 m = 10, m*tau = 1.0 1/t, distinct ancestors 875
   D = 0.35478 +- 0.00145, exact 0.35532
   K = -3.88499 +- 0.01458 t, exact -3.88243 t
 m = 20, m*tau = 2.0 1/t, distinct ancestors 776
   D = 0.35012 +- 0.00158, exact 0.35118
   K = -3.86533 +- 0.01594 t, exact -3.86602 t
 m = 40, m*tau = 4.0 1/t, distinct ancestors 635
   D = 0.35059 +- 0.00158, exact 0.35102
   K = -3.86933 +- 0.01608 t, exact -3.86539 t
all assertions hold
```
